Why fourth-order Runge-Kutta loses energy in long oscillator runs

**Q:** I am setting up a long molecular dynamics run with forces from an electronic-structure calculation. The code uses velocity Verlet, which is second order. I want to replace it with classical fourth-order Runge-Kutta, RK4. A higher order means a smaller error, so the energy should be conserved better, and the longer the run, the more that should matter.

**A:** The first half is right: for a small enough step, a higher order gives a smaller error over a fixed, short time. The second half doesn't follow. Order says how an error shrinks when the step shrinks. It does not say whether the errors of successive steps cancel or pile up. We can settle this for a vibration near a potential minimum, where both methods can be solved by hand.

Take one coordinate x with momentum p, mass m and angular frequency ω:

dx/dt = p/m,  dp/dt = −mω²x,  E = p²/(2m) + mω²x²/2.

I assume a fixed step h, exact arithmetic, and a force that is the true derivative of the potential energy. Noise from poorly converged forces is a separate problem.

**Q:** Fine. How do you follow RK4 through its four stages without drowning in algebra?

**A:** By packing x and p into one complex number,

z = mωx + ip.

Its rate of change is

dz/dt = mω(p/m) + i(−mω²x) = ωp − imω²x = −iω(mωx + ip) = −iωz.

Its squared modulus is the energy, up to a constant:

|z|² = m²ω²x² + p² = 2mE.

RK4 only evaluates rates, multiplies them by real numbers and adds them. The rates here are linear, so applying RK4 to x and p and then forming z gives the same result as applying RK4 to z directly.

Write θ = ωh, the phase angle the true motion covers in one step, and u = −iθ. Each stage evaluates the rate −iωz at a trial point, so h times each stage is

hk₁ = uz
hk₂ = u(z + hk₁/2) = u(1 + u/2)z
hk₃ = u(z + hk₂/2) = u(1 + u/2 + u²/4)z
hk₄ = u(z + hk₃) = u(1 + u + u²/2 + u³/4)z.

RK4 adds (hk₁ + 2hk₂ + 2hk₃ + hk₄)/6 to z. In that sum the bracket multiplying uz is

1 + (2 + u) + (2 + u + u²/2) + (1 + u + u²/2 + u³/4) = 6 + 3u + u² + u³/4.

Dividing by 6 gives the new value Rz, with

R = 1 + u + u²/2 + u³/6 + u⁴/24.

**Q:** That is the exponential series cut after the fourth power. The true step multiplies z by e^u, which has modulus 1. So R must be very close to modulus 1.

**A:** Close, but let us see on which side. With u = −iθ we have u² = −θ², u³ = iθ³ and u⁴ = θ⁴, so

R = (1 − θ²/2 + θ⁴/24) − i(θ − θ³/6).

The energy is proportional to |z|², so one step multiplies it by G = |R|², the sum of two squares:

(1 − θ²/2 + θ⁴/24)² = 1 − θ² + (1/4 + 1/12)θ⁴ − θ⁶/24 + θ⁸/576
(θ − θ³/6)² = θ² − θ⁴/3 + θ⁶/36.

Since 1/4 + 1/12 = 1/3, the θ² and θ⁴ terms cancel in the sum. For θ⁶ we are left with −1/24 + 1/36 = −1/72. Therefore

G = 1 − θ⁶/72 + θ⁸/576.

**Q:** So the energy goes down a little. But surely it depends on where in the swing the step is taken, and some steps gain what others lose?

**A:** No. R is a fixed number; it contains neither x nor p. Every step multiplies the energy by the same G, whatever the phase, so nothing is ever paid back:

Eₙ = GⁿE₀.

The sign is clearest in the form

G − 1 = −(θ⁶/72)(1 − θ²/8).

For 0 < θ < 2√2 the energy falls at every step. At θ = 2√2 it stays constant, although the motion is badly wrong there, and above that it grows without limit. "RK4 loses energy" is therefore a statement about steps below this limit, which are the ones you would use.

G also contains even powers of θ only. If you reverse the sign of h to run the trajectory backwards, the energy falls again instead of recovering. The method acts like friction in both directions of time.

**Q:** A sixth power of a small number, divided by 72. Is this loss ever visible?

**A:** It depends on the number of steps. For small θ, ln G ≈ −θ⁶/72, and a time t contains t/h steps, so

E(t) ≈ E₀ exp(−t/τ),  τ = 72h/θ⁶ = 72/(ω⁶h⁵).

Take a model vibration with round parameters: mass 1 u, frequency 100 THz, so a period of 10 fs, released from rest at 10 pm. The angular frequency is 6.283 × 10¹⁴ rad/s, the spring constant mω² is 655.6 N/m, and the initial energy is

E₀ = ½ × 655.6 N/m × (10⁻¹¹ m)² = 3.278 × 10⁻²⁰ J, or 0.2046 eV.

With h = 0.5 fs there are 20 steps per period, and θ = 0.31416. Then θ⁶/72 = 1.335 × 10⁻⁵ and θ⁸/576 = 0.016 × 10⁻⁵, so each step loses the fraction 1.319 × 10⁻⁵. A run of 10 ps has 20 000 steps:

20 000 × 1.319 × 10⁻⁵ = 0.264,  e^(−0.264) = 0.768.

The vibration ends with 77% of its energy, 2.518 × 10⁻²⁰ J or 0.1572 eV. The decay time τ is 37.4 ps from the leading formula and 37.9 ps from the full G. The numerical check finds the same loss by integrating the motion step by step.

**Q:** Almost a quarter of the energy gone, with 20 steps per period! But then I just take a smaller step.

**A:** You can, and here the high order helps. The decay rate goes as h⁵, so halving the step cuts it by about 2⁵ = 32. After the same 10 ps the remaining fractions are:

h = 1 fs: 0.0003
h = 0.5 fs: 0.768
h = 0.25 fs: 0.992

At 1 fs the vibration is practically dead. At 0.25 fs the loss is 0.8%, which you may find acceptable. For any given run length some step makes the loss negligible. But the loss is still there, and a longer run will bring it out. You also pay in forces: RK4 needs four force evaluations per step, and in your work each one is an electronic-structure calculation.

**Q:** Verlet is only second order. Why shouldn't it lose energy too, and faster?

**A:** Let us do the same calculation. Use q = mωx, so that q and p have the same unit and 2mE = q² + p². Velocity Verlet makes half a kick, a drift, and another half kick. The half kick changes p by −(h/2)mω²x = −θq/2. The drift changes q by mω(hp/m) = θp. So

p½ = p − θq/2
q′ = q + θp½
p′ = p½ − θq′/2.

Insert the first line into the second:

q′ = (1 − θ²/2)q + θp.

Insert both into the third:

p′ = p − θq/2 − (θ/2)[(1 − θ²/2)q + θp] = (1 − θ²/2)p − θ(1 − θ²/4)q.

Now abbreviate c = 1 − θ²/2 and a = 1 − θ²/4. They satisfy

c² + aθ² = (1 − θ² + θ⁴/4) + (θ² − θ⁴/4) = 1.

Consider the quantity p² + aq², which is nearly 2mE but has a slightly softened spring. After one step it is

p′² + aq′² = (cp − aθq)² + a(cq + θp)².

The cross terms are −2acθpq and +2acθpq, and they cancel. What remains is

(c² + aθ²)p² + a(aθ² + c²)q² = p² + aq².

So Verlet conserves p² + aq² exactly, at every step.

**Q:** But that isn't the energy.

**A:** No, and the true energy does fluctuate. The point is that it cannot wander off. Call the conserved quantity I. Then

2mE = p² + q² = I + (θ²/4)q².

Suppose θ < 2, so that a is positive. Then aq² can never exceed I. If we start at rest at q₀, then I = aq₀², so q² lies between 0 and q₀², and

(1 − θ²/4)E₀ ≤ E ≤ E₀

for as long as you care to run. For other starting points E/E₀ lies between a and 1/a. The error is second order, just as advertised, but it is an oscillation of limited size and not a loss that adds up.

The condition θ < 2 matters. Beyond it a is negative, p² + aq² = I is no longer an ellipse, and conserving it no longer confines the motion.

**Q:** You have compared a method with four forces per step to one with fewer. What happens if both get the same budget?

**A:** Verlet needs one new force per step, because the force at the end of a step serves again at the start of the next. For equal cost it therefore gets the step h/4. In our example that is 0.125 fs, and each method uses 80 000 force evaluations in 10 ps. Verlet's angle per step is θ/4 = 0.0785, and the bound on its energy error, relative to E₀, is

(θ/4)²/4 = θ²/64 = 1.54 × 10⁻³.

The largest error in the run reaches this bound to the digits shown. RK4, for the same price, has lost 23%.

**Q:** Then RK4 is worse from the start?

**A:** No, at the start it is better. One RK4 step loses only about θ⁶/72, far below θ²/64. The accumulated loss reaches Verlet's bound when

nθ⁶/72 = θ²/64,  so n = 72/(64θ⁴) = 9/(8θ⁴).

For θ = 0.31416 this gives 115.5 steps. In the run the loss first exceeds the bound at step 118, after 59 fs, or about six periods. The small difference comes from the terms the estimate leaves out: the full condition Gⁿ = 1 − θ²/64 gives n just above 117, so 118 is the first whole step past it.

For a few vibrations at this step, then, RK4's loss stays below Verlet's largest energy error. (Moment by moment Verlet can be the closer one, because its error falls nearly to zero at each turning point.) For a thousand vibrations at this step RK4 is the wrong choice if you care about energy. With a smaller θ the crossover moves out as 1/θ⁴ in steps. A period has 2π/θ steps, so the crossover lies at 9/(16πθ³) periods. It reaches a thousand periods at θ ≈ 0.056, about 112 RK4 steps per period; with steps at least that fine, RK4 stays below Verlet's bound at equal cost for the whole thousand periods.

**Q:** What is the real difference between the two? Is it that fourth order is somehow too high?

**A:** Order is not the culprit. Look at areas in the plane of q and p. RK4 multiplies z by R, which turns the plane and shrinks all lengths by |R|. Every area is then multiplied by |R|² = G. The true motion preserves area, and so does Verlet: each kick changes p by an amount that depends only on q, and each drift changes q by an amount that depends only on p. Such a move is a shear, which has determinant 1, and a product of shears also has determinant 1. For one coordinate and its momentum, preserving area is what "symplectic" means.

This rules out RK4's kind of loss. The states with energy at most E fill a disc in this plane, of area 2πmE. If every state on the rim lost the same fraction of its energy, a linear map would carry the disc into a smaller disc. A map that preserves area cannot do that. If it lowers the energy at some phases, it must raise it at others.

**Q:** So a symplectic method is automatically safe?

**A:** Not automatically. Verlet with θ > 2 still preserves area, yet it is unstable: it stretches the plane in one direction and squeezes it in another. You need area preservation and a step inside the stability range.

**Q:** Could I have fourth order and area preservation together?

**A:** Yes. Make three Verlet steps in a row, of lengths w₁h, w₀h and w₁h, with Yoshida's weights

w₁ = 1/(2 − 2^(1/3)),  w₀ = −2^(1/3)w₁.

They satisfy two conditions:

2w₁ + w₀ = w₁(2 − 2^(1/3)) = 1
2w₁³ + w₀³ = 2w₁³ − 2w₁³ = 0.

The first makes the total step h. For the second, note that a Verlet step of length s has a leading error proportional to s³. To that order the three errors simply add, so their sum vanishes.

That leaves a possible error Dh⁴. But the sequence reads the same forwards and backwards, and Verlet itself is undone by a step of opposite sign, so a composed step h followed by a step −h returns exactly to the start. The true motion does the same. The errors of the two steps would add up to Dh⁴ + D(−h)⁴ = 2Dh⁴ at this order, so D must be zero. The error per step is then of order h⁵, which makes the method fourth order.

It is still a product of shears, so its determinant is 1. With h = 0.5 fs it needs three forces per step, fewer than RK4. Its largest energy error relative to E₀ is 8.0 × 10⁻⁴ in the first tenth of the 10 ps run and 8.0 × 10⁻⁴ in the last tenth. This method has the same order as RK4, and its energy error does not grow in the run. It has its own limits: for the oscillator it first becomes unstable at θ ≈ 1.57, below Verlet's limit of 2, and at 0.5 fs its phase lags by about 0.66 periods over the run.

**Q:** Then with Verlet or Yoshida I also get the right trajectory?

**A:** That would be a new misconception. A bounded energy error does not prevent the phase from drifting. For Verlet, put Q = √a q. The step becomes

Q′ = cQ + √a θp,  p′ = cp − √a θQ.

Since c² + aθ² = 1, this is a rotation by an angle φ with cos φ = c = 1 − θ²/2. Using cos φ = 1 − 2 sin²(φ/2), we get sin(φ/2) = θ/2, and so

φ = 2 arcsin(θ/2) ≈ θ + θ³/24.

Here θ is Verlet's own angle per step. The numerical vibration runs slightly fast and gains about θ³/24 per step.

For RK4, compare R with the true factor e^u. The first missing term of the series is u⁵/120, so

R e^(−u) ≈ 1 − u⁵/120 = 1 + iθ⁵/120,

because u⁵ = (−i)⁵θ⁵ = −iθ⁵. The true motion turns z by −θ, and this extra factor turns it back by θ⁵/120. RK4 therefore lags by that angle per step. This also shows why the energy loss starts only at θ⁶: the leading error of RK4 is a pure turn, which leaves |z| unchanged to that order.

**Q:** And in numbers, after the thousand periods?

**A:** At equal cost the leading formulas give

RK4: 20 000 × 0.31416⁵/120 = 0.510 rad, a lag of 0.081 periods
Verlet: 80 000 × 0.07854³/24 = 1.615 rad, a lead of 0.257 periods.

The integrated trajectories show a lag of 0.078 and a lead of 0.257 periods. The first falls short of its formula by about 3.5% of the formula's value. The next missing terms account for this: R e^(−u) = 1 − (u⁵/120 + u⁶/720 + u⁷/5040 + …)(1 − u + u²/2 − …). Its u⁶ term is real and only changes the modulus, and its u⁷ term is −(1/5040 − 1/720 + 1/240)u⁷ = −u⁷/336 = −iθ⁷/336. The lag per step is therefore (θ⁵/120)(1 − 5θ²/14). Here 5θ²/14 = 0.035, which turns 0.081 periods into 0.078.

So in this example RK4's phase drifts about three times more slowly than Verlet's, even while it loses almost a quarter of the amplitude squared. If you needed the position at one moment of a short run, RK4 could be a sensible choice. If you want a long run at constant energy, the slow loss is the more serious fault, because the system gradually becomes a colder one.

**Q:** My molecule has many vibrations. Does it cool as a whole?

**A:** Not evenly. In the harmonic approximation a linear change of coordinates separates the motion into normal modes. RK4 gives the same result before and after such a change, for the same reason as with z. Each mode therefore has its own θ and its own G. The loss per step goes as the sixth power of the frequency, so a mode with twice the frequency loses about 2⁶ = 64 times as much per step.

Take two masses of 1 u, each tied to a wall by a spring k = 163.9 N/m and to each other by a spring k′ = 245.8 N/m. When they move together, the middle spring keeps its length and the effective constant is k. When they move oppositely, the middle spring changes by twice the displacement, and the constant is k + 2k′ = 655.5 N/m. The springs are chosen with k′ = 1.5k, so this is four times k (up to rounding of the quoted values), and the frequencies are 50 and 100 THz. After 10 ps of RK4 at 0.5 fs, the slow mode keeps 99.6% of its energy and the fast mode 76.8%.

If the stiff modes hold only a small share of the total energy, a total that falls only slightly can thus hide a stiff vibration that is cooling fast. In a real molecule the modes exchange energy through anharmonic forces. I would expect the stiff modes then to drain the others as well, but that is a conjecture; nothing here shows it.

**Q:** How much of the rest survives when the forces are not harmonic?

**A:** The formula for G and the conserved quantity p² + aq² were derived for linear forces, and they hold there. Near a minimum they are a good guide to the step size: use the highest frequency in the system to find θ. Verlet remains a sequence of kicks and drifts for any potential, each with Jacobian determinant 1, so it still preserves area for one coordinate and phase-space volume for many. The strict bound on its energy does not carry over from this calculation, and you should monitor the energy in your run.

**Q:** Then I will keep Verlet for the long run, and choose its step from the stiffest vibration.

**A:** Yes. If its energy fluctuation is too large, shorten the step. Once the step is small, a symplectic method of higher order can reduce the fluctuation further at the same cost; with a large step it can do worse than Verlet. In our example Yoshida's method at 1 fs already has a larger energy error (1.6 × 10⁻²) than Verlet at the equal-cost step of 1/3 fs (θ²/36 = 1.1 × 10⁻²). And when you judge an integrator, plot the energy over the full length of the run you intend to make: in our example, RK4's loss stays below Verlet's largest energy error for the first 117 steps, or 58.5 fs.

Values computed for the example and the checks

```
INPUTS
mass = 1.66054e-27 kg (1 u)
frequency = 100 THz
angular frequency = 6.28319e+14 rad/s
period = 10.0 fs
spring constant = 655.55 N/m
amplitude = 10 pm
run length = 10 ps
periods in run = 1000
RK4, STEP 0.5 fs
theta = omega h = 0.314159
theta^6/72 = 1.33526e-05
theta^8/576 = 1.64731e-07
energy loss per step, 1 - G = 1.31879e-05
number of steps = 20000
decay time, exact = 37.91 ps
decay time, leading order = 37.45 ps
initial energy = 3.2778e-20 J = 0.2046 eV
final energy = 2.5178e-20 J = 0.1572 eV
RK4 ENERGY LEFT AFTER THE RUN
step 1.00 fs: fraction left = 0.000295
step 0.50 fs: fraction left = 0.768158
step 0.25 fs: fraction left = 0.991715
decay limit: theta = 2.8284, h = 4.502 fs
AREA FACTOR PER STEP, STEP 0.5 fs
RK4: 1 - determinant = 1.31879e-05
Verlet: |1 - determinant| below 1e-12: True
Yoshida: |1 - determinant| below 1e-12: True
VERLET AT EQUAL FORCE COUNT
Verlet step = 0.125 fs, its theta = 0.078540
force evaluations, each method = 80000
bound on relative energy error = 1.54213e-03
largest error found in run = 1.54213e-03
RK4 loss passes bound at step 118
time of passing = 59.0 fs
leading-order estimate = 115.5 steps
YOSHIDA FOURTH ORDER, STEP 0.5 fs
largest relative energy error, first tenth = 7.9694e-04
largest relative energy error, last tenth = 7.9694e-04
measured order of energy error = 4.001
PHASE ERROR AFTER THE RUN (lead positive)
RK4 = -0.0783 periods
RK4 leading-order law = -0.0812 periods
Verlet = 0.2572 periods
Verlet leading-order law = 0.2570 periods
TWO COUPLED MASSES, RK4, STEP 0.5 fs
wall spring = 163.89 N/m, link spring = 245.83 N/m
mode 50.0 THz: left = 0.995849
mode 100.0 THz: left = 0.768158
```
